# Current-induced sublattice fields in an antiferromagnet with combined inversion and time reversal

A metallic antiferromagnet has two magnetic sublattices, A and B, with unit moment vectors $\mathbf m_A=\mathbf n$ and $\mathbf m_B=-\mathbf n$. The nonmagnetic crystal has an inversion centre midway between an A site and a B site, but none on the sites themselves. It is centrosymmetric as a whole and locally noncentrosymmetric. A uniform static field $\mathbf E$ drives a current of carriers with charge $-e$, and the conduction electrons act back on the moments through exchange. The problem is to find how the resulting fields on A and B are related, and what they do to the magnetic order.

The electrons are independent, the moments are held fixed while the electrons respond, and the response is taken to first order in $\mathbf E$. Gaussian units are used. Spin is described by the Pauli matrices $\boldsymbol\sigma$, and $\boldsymbol\sigma_{A}$, $\boldsymbol\sigma_B$ are their projections on the sublattices.

## (a) The combined symmetry

**Inversion $P$ and time reversal $T$ are each broken by the magnetic order. Show that $\Theta=PT$ survives, and find its action on the site spins, the Bloch Hamiltonian and the velocity. What does a direct symmetry argument for the static response then suggest?**

Put the origin at the inversion centre and let the Bloch states carry the site positions:
$$|\mathbf k,i,s\rangle=\frac1{\sqrt N}\sum_{\mathbf R}e^{i\mathbf k\cdot(\mathbf R+\mathbf r_i)}|\mathbf R+\mathbf r_i,s\rangle ,\qquad i=A,B .$$
Inversion exchanges the sites, leaves spin alone and sends $\mathbf k\to-\mathbf k$. Time reversal leaves the sites alone, flips spin and also sends $\mathbf k\to-\mathbf k$. Hence $\Theta$ acts at fixed $\mathbf k$. For one orbital per site,
$$\Theta=\tau_x\,i\sigma_y\,\mathcal K ,$$
where $\tau$ acts on the sublattice index and $\mathcal K$ is complex conjugation. This operator does not depend on $\mathbf k$.

Inversion moves $\mathbf n$ to B and $-\mathbf n$ to A; time reversal then flips both moments and restores the order. Therefore
$$\Theta H(\mathbf k)\Theta^{-1}=H(\mathbf k),\qquad \Theta\boldsymbol\sigma_A\Theta^{-1}=-\boldsymbol\sigma_B .$$
Differentiating the first relation gives $\Theta\mathbf v\Theta^{-1}=\mathbf v$ for $\mathbf v=\hbar^{-1}\partial_{\mathbf k}H$.

Now write $\delta\boldsymbol\sigma_i=\chi_i\mathbf E$. Since $\Theta$ reverses $\mathbf E$ and maps $\delta\boldsymbol\sigma_A$ to $-\delta\boldsymbol\sigma_A$ on site B, one might conclude $-\chi_A\mathbf E=\chi_B(-\mathbf E)$, so $\chi_A=\chi_B$: a uniform response. This takes for granted that the transformed steady state is again a physical steady state. In a resistive metal it is not, because time reversal turns relaxation into growth. The relaxation must be followed explicitly.

## (b) The driven density matrix

**Let the electrons relax toward the local equilibrium $\rho_0(\mathbf k)=F(H(\mathbf k))$, with $F$ the Fermi function, in a single time $\tau$. Find the linear steady state and split it by parity in the rate $\gamma=1/\tau$.**

The potential energy of a charge $-e$ is $+e\mathbf E\cdot\mathbf r$, so
$$\dot\rho=-\frac i\hbar[H+e\mathbf E\cdot\mathbf r,\rho]-\gamma(\rho-\rho_0).$$
Take $\mathbf r$ diagonal in the sites. A lattice-periodic operator has the Bloch form $X(\mathbf k)=\sum e^{-i\mathbf k\cdot(\mathbf r_i-\mathbf r_j)}X_{ij}$. The commutator multiplies $X_{ij}$ by $\mathbf r_i-\mathbf r_j$, and so does $i\partial_{\mathbf k}$; thus $[\mathbf r,X]=i\partial_{\mathbf k}X$.

Set $\rho=\rho_0+\rho_1$ and $\dot\rho=0$. Since $[H,\rho_0]=0$, the first-order terms are
$$\frac i\hbar[H,\rho_1]+\gamma\rho_1=-\frac i\hbar e\mathbf E\cdot(i\partial_{\mathbf k}\rho_0)=\frac e\hbar\mathbf E\cdot\partial_{\mathbf k}\rho_0\equiv D .$$
Define $LX=[H,X]/\hbar$. Its eigenvalues are the real frequencies $(\varepsilon_n-\varepsilon_m)/\hbar$, so $\gamma+iL$ can be inverted:
$$\rho_1=\frac{\gamma-iL}{\gamma^2+L^2}D=\rho_d+\rho_r,\qquad \rho_d=\frac{\gamma}{\gamma^2+L^2}D,\quad \rho_r=\frac{-iL}{\gamma^2+L^2}D .$$
The dissipative part $\rho_d$ is odd in $\gamma$ and the reactive part $\rho_r$ is even. Both are Hermitian: $D$ is Hermitian, and $-iL$ maps Hermitian matrices to Hermitian matrices.

As a numerical check, $\rho(\mathbf k)$ was evolved in time with a drifting $\mathbf k$. It agreed with $\rho_1$ to $2\times10^{-5}$, relative to the norm of $\rho_1$.

## (c) The relation between the sublattices

**Use $\Theta$ to relate the spin responses on A and B for each part, and determine which part carries current.**

Because $F$ is real, $\rho_0=F(H)$ is invariant under $\Theta$. Its derivative is invariant as well, and so is $D$, in which $\mathbf E$ is a fixed real parameter. Also $\Theta(LX)\Theta^{-1}=L(\Theta X\Theta^{-1})$. The explicit $i$ in $\rho_r$ changes sign because $\Theta$ is antiunitary:
$$\Theta\rho_d\Theta^{-1}=\rho_d,\qquad \Theta\rho_r\Theta^{-1}=-\rho_r .$$
Writing $\Theta=U\mathcal K$ gives $\mathrm{Tr}(\Theta X\Theta^{-1})=\mathrm{Tr}(UX^*U^\dagger)=(\mathrm{Tr}X)^*$. The trace of a product of two Hermitian matrices is real, so at each $\mathbf k$
$$\mathrm{Tr}(\rho_d\boldsymbol\sigma_A)=\mathrm{Tr}(\Theta\rho_d\Theta^{-1}\,\Theta\boldsymbol\sigma_A\Theta^{-1})=-\mathrm{Tr}(\rho_d\boldsymbol\sigma_B).$$
For $\rho_r$ there is one more minus sign. After summation over $\mathbf k$,
$$\boxed{\delta\boldsymbol\sigma_A^{d}=-\delta\boldsymbol\sigma_B^{d},\qquad \delta\boldsymbol\sigma_A^{r}=+\delta\boldsymbol\sigma_B^{r}.}$$
The dissipative response is staggered and the reactive one is uniform. No states had to be chosen inside the bands, which matters because $\Theta^2=-1$ makes every band doubly degenerate.

For the velocity, the same step gives $\mathrm{Tr}(\rho_r\mathbf v)=-\mathrm{Tr}(\rho_r\mathbf v)=0$. The whole linear current is carried by $\rho_d$, the part that produces the staggered polarization. This resolves the puzzle of part (a): $\Theta$ reverses $\mathbf E$ but preserves the current, and the staggered spin density accompanies the current.

Both sublattice relations also held, to rounding error, for random eight-band Hamiltonians with this symmetry.

## (d) Inversion alone

**What does $P$ by itself imply when $\mathbf n$ is reversed? What happens if the sites are inversion centres?**

Inversion exchanges the two moments, so $PH(\mathbf k;\mathbf n)P^{-1}=H(-\mathbf k;-\mathbf n)$. The drive contains one derivative with respect to $\mathbf k$ and acquires a sign, $PD(\mathbf k;\mathbf n)P^{-1}=-D(-\mathbf k;-\mathbf n)$, and so does $\rho_1$. With $P\boldsymbol\sigma_AP^{-1}=\boldsymbol\sigma_B$, the sum over $\mathbf k$ gives, for each part,
$$\chi_A(\mathbf n)=-\chi_B(-\mathbf n).$$
Combined with part (c), this yields $\chi_A^d(\mathbf n)=\chi_A^d(-\mathbf n)$ and $\chi_A^r(\mathbf n)=-\chi_A^r(-\mathbf n)$. The staggered response is even in the order and the uniform response is odd.

The relation from $P$ does not need a single relaxation time. It needs scattering that respects inversion on average once the moments are reversed too. Under that condition the part of the response even in $\mathbf n$ is staggered.

If instead each site is an inversion centre that maps each sublattice onto itself, the moments are unchanged and the argument gives $\chi_A(\mathbf n)=-\chi_A(\mathbf n)=0$. The local asymmetry is therefore essential.

## (e) From spin polarization to field

**The exchange energy is $J\sum_i\boldsymbol\sigma_i\cdot\mathbf m_i$, and each magnetic moment is $\mu_s\mathbf m_i$. Find the current-induced fields.**

A field $\mathbf B_i$ contributes the energy $-\mu_s\mathbf B_i\cdot\mathbf m_i$. Varying $\mathbf m_i$ at fixed electron density matrix and comparing the two energies gives
$$\mathbf B_i=-\frac{J}{\mu_s}\,\delta\boldsymbol\sigma_i .$$
Since $J$ and $\mu_s$ are the same on both sublattices, $\mathbf B_A^d=-\mathbf B_B^d$ and $\mathbf B_A^r=\mathbf B_B^r$. This is an effective exchange field; it is not the magnetic field produced by the current.

## (f) Closed forms for a minimal model

**Consider a buckled square lattice of constant $a$, with $\mathbf k$ in units of $1/a$ and**
$$H=\varepsilon_0+h,\qquad h=f\tau_x+\tau_z\boldsymbol\sigma\cdot\mathbf u,\qquad \mathbf u=J\mathbf n+\lambda\mathbf g,$$
$$f=-4t\cos\tfrac{k_x}2\cos\tfrac{k_y}2,\quad \varepsilon_0=-2t'(\cos k_x+\cos k_y),\quad \mathbf g=(-\sin k_y,\sin k_x,0).$$
**Find both responses for $\mathbf E\parallel\hat{\mathbf x}$, and examine the clean and weak spin-orbit limits.**

The spin-orbit term has opposite signs on A and B because their surroundings are mirror images. Since $\tau_x$ and $\tau_z$ anticommute, $h^2=\Delta^2$ with $\Delta=\sqrt{f^2+u^2}$. As $h$ is traceless, there are two doublets, $\varepsilon_\pm=\varepsilon_0\pm\Delta$, with occupations $F_\pm$. Let $\hat h=h/\Delta$, $\mathbf w=\mathbf u/\Delta$, $\partial=\partial/\partial k_x$, $q=eEa$ and $\Gamma=\hbar/\tau$. Then
$$\rho_0=\tfrac12(F_++F_-)+\tfrac12(F_+-F_-)\hat h ,$$
$$\hbar D=q\left[\tfrac12\partial(F_++F_-)+\tfrac12\partial(F_+-F_-)\,\hat h+\tfrac12(F_+-F_-)\,\partial\hat h\right].$$
The first two terms commute with $H$, so $L$ annihilates them. For the third, differentiating $\hat h^2=1$ shows that $\partial\hat h$ anticommutes with $\hat h$. Hence
$$\hbar L\,\partial\hat h=\Delta[\hat h,\partial\hat h]=2\Delta\,\hat h\,\partial\hat h,\qquad (\hbar L)^2\partial\hat h=4\Delta^2\,\partial\hat h .$$
Inserting this in the solution of part (b) gives
$$\rho_d=q\left[\frac{\partial(F_++F_-)+\partial(F_+-F_-)\hat h}{2\Gamma}+\frac{\Gamma(F_+-F_-)}{2(\Gamma^2+4\Delta^2)}\partial\hat h\right],$$
$$\rho_r=-iq\,\frac{\Delta(F_+-F_-)}{\Gamma^2+4\Delta^2}\,\hat h\,\partial\hat h .$$

**Dissipative part.** With $\boldsymbol\sigma_A=\frac12(1+\tau_z)\boldsymbol\sigma$, the traces are $\mathrm{Tr}\,\boldsymbol\sigma_A=0$, $\mathrm{Tr}(\boldsymbol\sigma_A\hat h)=2\mathbf w$ and $\mathrm{Tr}(\boldsymbol\sigma_A\partial\hat h)=2\partial\mathbf w$. Let $\langle\cdots\rangle$ be the zone average. All quantities in it are periodic, so integrating the first term by parts produces no boundary term:
$$\delta\boldsymbol\sigma_A^d=-q\left\langle(F_+-F_-)\,\partial\mathbf w\left[\frac1\Gamma-\frac{\Gamma}{\Gamma^2+4\Delta^2}\right]\right\rangle
=q\left\langle(F_--F_+)\frac{4\Delta^2}{\Gamma(\Gamma^2+4\Delta^2)}\,\partial\mathbf w\right\rangle .$$

**Reactive part.** In $\hat h\,\partial\hat h$, the terms mixing $\tau_x$ and $\tau_z$ are proportional to $\tau_y$ and have no trace with $1+\tau_z$. Terms without a spin matrix also vanish. What remains comes from $(\boldsymbol\sigma\cdot\mathbf w)(\boldsymbol\sigma\cdot\partial\mathbf w)=\mathbf w\cdot\partial\mathbf w+i\boldsymbol\sigma\cdot(\mathbf w\times\partial\mathbf w)$, so $\mathrm{Tr}(\boldsymbol\sigma_A\hat h\partial\hat h)=2i\,\mathbf w\times\partial\mathbf w$. The derivative of $1/\Delta$ drops out of the cross product, so $\mathbf w\times\partial\mathbf w=\mathbf u\times\partial\mathbf u/\Delta^2$ and
$$\delta\boldsymbol\sigma_A^r=2q\left\langle\frac{(F_+-F_-)\,\mathbf u\times\partial\mathbf u}{\Delta(\Gamma^2+4\Delta^2)}\right\rangle .$$
On B, $1+\tau_z$ becomes $1-\tau_z$. This reverses the traces that contain $\tau_z$ and leaves the last one unchanged, as part (c) requires.

**Clean limit.** For $\Gamma\ll2\Delta$ the dissipative response approaches $(q/\Gamma)\langle(F_--F_+)\partial\mathbf w\rangle$ and grows as $\tau$. The reactive response approaches $q\langle(F_+-F_-)\mathbf u\times\partial\mathbf u/(2\Delta^3)\rangle$, which does not depend on $\tau$. In a band insulator at zero temperature, $F_--F_+=1$ and the leading dissipative term is the average of a total derivative, which vanishes. A remainder of order $\Gamma$ survives; it reflects the single-time relaxation model and should not be taken as a prediction for insulators.

**Weak spin-orbit coupling.** To first order in $\lambda$, with $\Delta_0=\sqrt{f^2+J^2}$,
$$\mathbf w\simeq\frac{J\mathbf n}{\Delta_0}+\frac{\lambda}{\Delta_0}\left[\mathbf g-\frac{J^2}{\Delta_0^2}\mathbf n(\mathbf n\cdot\mathbf g)\right].$$
The zeroth-order term has a derivative odd in $k_x$ and averages to zero. The first-order changes of the occupations and of $\Delta$ multiply a vector along $\mathbf n$. For $\mathbf n\parallel\hat{\mathbf x}$ the transverse response therefore comes from $\partial(\lambda\sin k_x/\Delta_0)$ and points along $\hat{\mathbf y}=\hat{\mathbf z}\times\hat{\mathbf x}$. The reactive response comes from $J\lambda\,\mathbf n\times\partial\mathbf g=J\lambda\cos k_x\,\hat{\mathbf z}$. For general $\mathbf n$ it lies, to this order, along $\mathbf n\times\hat{\mathbf y}$: it is odd in $\mathbf n$ and vanishes for $\mathbf n\parallel\hat{\mathbf y}$.

## (g) A worked case

**Take $t=0.25$, $t'=0.10$, $\lambda=0.10$, $J=0.50$, $\Gamma=0.050$ and $k_BT=0.025$ eV, with chemical potential $-0.60$ eV. Let $a=4.0\times10^{-8}$ cm, the layer spacing be $6.0\times10^{-8}$ cm, $\mu_s=4.0\,\mu_B$ and $E=3.00$ statvolt/cm. For $\mathbf E$ and $\mathbf n$ along $x$, evaluate the fields.**

These are round model parameters and describe no particular material. The relaxation time is $\hbar/\Gamma=13.2$ fs, the filling is 1.02 electrons per cell, and $q=eEa=3.60\times10^{-5}$ eV.

The dissipative response along $y$ is $+0.616\,q$ on A and $-0.616\,q$ on B, with $q$ in eV. On A,
$$\delta\sigma_{A,y}^d=0.616\times3.60\times10^{-5}=2.22\times10^{-5},$$
$$\mu_sB_{A,y}^d=-0.50\ \mathrm{eV}\times2.22\times10^{-5}=-1.11\times10^{-5}\ \mathrm{eV}.$$
Dividing by $4.0\,\mu_B$ gives $B_{A,y}^d=-479$ G, or $-0.0479$ T, and $+479$ G on B. The current density is $3.63\times10^{16}$ statA/cm², or $1.21\times10^7$ A/cm², so the field on A is $-395$ G per $10^7$ A/cm².

The reactive response along $z$ is $-0.00597\,q$ on both sublattices, a uniform field of $+4.6$ G. It is about a hundred times smaller than the staggered field. The clean-limit integrands differ in scale by $\Gamma J/(2\Delta^2)$, which is 0.05 at $\Delta=J$ and smaller for larger $\Delta$. This accounts for a strong suppression; the precise ratio depends on the zone averages.

Halving $\Gamma$ multiplies the dissipative response by 2.001 and the reactive one by 1.001, as the clean limit predicts. A potential of $\pm0.2$ eV on the two sublattices breaks $\Theta$. The dissipative responses then become $0.574\,q$ and $-0.471\,q$: still of opposite sign, but no longer equal in size.

With $\mathbf n$ along $y$, the staggered field on A is $-331$ G instead of $-479$ G. Two things change in the weak-coupling expansion: the component of $\mathbf g$ along $\mathbf n$ is multiplied by $1-J^2/\Delta_0^2$, and the first-order changes of the occupations and of $\Delta$, which multiply a vector along $\mathbf n$, now also contribute along $y$. Their separate sizes were not computed. The staggered field is even in $\mathbf n$, but it is not independent of $\mathbf n$. Both changes, however, lie along $\mathbf n$. For $\mathbf n\parallel\hat{\mathbf y}$ the whole $-331$ G is parallel to the moment and exerts no torque. To first order in $\lambda$ the component perpendicular to $\mathbf n$ comes from $\partial(\lambda\mathbf g/\Delta_0)$ with weights that do not depend on $\mathbf n$, so it is the projection of a fixed vector along $\hat{\mathbf y}$.

## (h) Effect on the magnetic order

**Let the moments have exchange energy $X\,\mathbf m_A\cdot\mathbf m_B$ and anisotropy energy $-\frac K2\sum_i(\mathbf m_i\cdot\hat{\mathbf x})^2$ per cell. Compare a staggered field with a uniform field of the same size along $y$, both held fixed, for $X=0.05$ eV and $K=2.0\times10^{-4}$ eV.**

The square-lattice model of part (f) is fourfold symmetric and does not distinguish $x$ from $y$; the uniaxial $K$ is an added assumption, such as strain could supply. Let $\phi_A,\phi_B$ be the in-plane angles of the moments and $b=\mu_sB_{A,y}$. With $s=-1$ for a staggered field and $s=+1$ for a uniform one,
$$W=X\cos(\phi_A-\phi_B)-\tfrac K2(\cos^2\phi_A+\cos^2\phi_B)-b(\sin\phi_A+s\sin\phi_B).$$
The equilibrium condition for A is
$$-X\sin(\phi_A-\phi_B)+K\sin\phi_A\cos\phi_A-b\cos\phi_A=0 .$$

*Staggered field.* Try $\phi_A=\phi$, $\phi_B=\phi+\pi$. The exchange term vanishes, and the condition for B is identical to that for A. On the branch connected to $\phi=0$,
$$\sin\phi=\frac bK=\frac{-1.11\times10^{-5}}{2.0\times10^{-4}}=-0.055,\qquad \phi=-3.2^\circ .$$
The two moments turn together, and exchange offers no resistance.

*Uniform field.* Try $\phi_A=\alpha$, $\phi_B=\pi-\alpha$. Now $-X\sin(\phi_A-\phi_B)=X\sin2\alpha$, and both conditions reduce to
$$\sin\alpha=\frac{b}{2X+K}=\frac{-1.11\times10^{-5}}{0.1002}=-1.1\times10^{-4},\qquad \alpha=-0.0063^\circ .$$
The moments cant toward a common direction, while $\mathbf m_A-\mathbf m_B$ stays along $x$. The staggered field is more effective by the factor $(2X+K)/K\approx500$ in angle, and it alone of the two rotates the Néel axis. A direct solution of the torque balance confirms both angles.

In this example $|b|/K$ is 0.055, so the current tilts the axis without switching it. Reversing $\mathbf E$ reverses the tilt. Only the component of the field perpendicular to $\mathbf n$ exerts a torque. By part (g), that component is, to first order in $\lambda$, the projection of a fixed field along $\hat{\mathbf y}$, so to this order the frozen-field calculation holds at large angles as well; the drop to $-331$ G does not enter it. Corrections appear at higher order in $\lambda$, and in general a current-induced torque need not derive from an energy. The uniform field compared here is also hypothetical: the reactive field of the example points along $z$ and changes with $\mathbf n$.

For a general direction of $\mathbf n$, the equal and opposite dissipative fields rest on $\Theta$. For $\mathbf n$ in the plane, the model of part (f) has a second symmetry with the same effect on the in-plane fields: the glide mirror $\tau_x\sigma_z$ commutes with $H(\mathbf k)$ and takes $\sigma_{A,y}$ to $-\sigma_{B,y}$. Unequal sublattices, an interface, or scattering that distinguishes A from B breaks both symmetries and in general removes the equality, as the sublattice potential in part (g) illustrates. The full set of values is in the numerical output.

## Calculated quantities

```
intersublattice hopping = 0.25 eV
same-sublattice hopping = 0.10 eV
local spin-orbit strength lambda = 0.10 eV
exchange coupling J = 0.50 eV
chemical potential = -0.60 eV, kT = 0.025 eV
Gamma = 0.050 eV
relaxation time = 13.16 fs
lattice constant a = 4.0e-08 cm, layer spacing = 6.0e-08 cm
sublattice moment = 4.0 Bohr magnetons
electric field = 3.00 statvolt/cm
e*E*a = 3.5975e-05 eV
electrons per cell = 1.0201
dissipative spin A, y, per eEa = 0.61625 1/eV
dissipative spin B, y, per eEa = -0.61625 1/eV
reactive spin A, z, per eEa = -0.00597 1/eV
reactive spin B, z, per eEa = -0.00597 1/eV
dissipative Pauli average on A, y = 2.2170e-05 (no unit)
staggered field on A, y = -478.754 G = -4.7875e-02 T
staggered field on B, y = 478.754 G
uniform field on A, z = 4.6415 G
uniform field on B, z = 4.6415 G
field on A, y, for order along y = -330.937 G
current density = 3.6349e+16 statA/cm^2 = 1.2125e+07 A/cm^2
staggered field per 1e7 A/cm^2 = -394.853 G
halved Gamma: dissipative ratio = 2.0013
halved Gamma: reactive ratio = 1.0006
broken PT (0.2 eV): spin A, y = 0.57390 1/eV
broken PT (0.2 eV): spin B, y = -0.47089 1/eV
anisotropy K = 2.0e-04 eV, exchange X = 0.05 eV
moment times staggered field = -1.1085e-05 eV
Neel-axis rotation, staggered = -3.1772 deg
canting, equal uniform field = -0.00634 deg
time-evolution relative deviation = 2.1e-05
random-Hamiltonian theorem deviation = 1.1e-13 1/eV
closed-form relative deviation = 1.5e-13
grid relative deviation = 5.3e-14
```
